# Water Shieldings from Snapshots: Correlated Errors, Embedding and Cluster Radius: a program that tests the result

```python
"""Snapshot averaging of water shieldings: tests and a worked example.

Result under test
  change = mean(cheap level, all frames) + mean(large - cheap, some frames) - gas
  Its standard error follows from blocks of the combined estimator, with
  E[SE^2] = (v_block - v_total)/(number of blocks - 1), v = variance of a mean.
  One snapshot's shielding is alpha^2 * integral of (r-R_N) x j / |r-R_N|^3,
  where j is the electron flux per unit magnetic field (atomic units).
Part A: LDA shieldings of one constructed water network, with point charges.
Part B: synthetic correlated series whose population means are known.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"          # one core: avoid competing threads
import numpy as np
from scipy import constants
from scipy.linalg import expm, matmul_toeplitz
from scipy.special import stdtrit
from pyscf import gto, dft, df

ALPHA = constants.fine_structure
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10   # angstrom
PPM = 1e6 * ALPHA**2

# ---------------------------------------------------------------- Part A
OO, OH, ANGLE = 2.8, 0.96, 104.5        # angstrom, angstrom, degree
SHIFT, TILT = 0.10, 8.0                 # random distortions: angstrom, degree
Q_H = 0.4238                            # SPC/E hydrogen charge, e
OUTER = "6-31g"
COARSE = {"O": (35, 110), "H": (25, 86)}   # neighbour grids: radial, angular


def trimmed(symbol, highest):
    """aug-cc-pVTZ functions up to the given angular momentum."""
    return [shell for shell in gto.basis.load("aug-cc-pvtz", symbol)
            if shell[0] <= highest]


WORKING = (trimmed("O", 2), trimmed("H", 1))


def water_network(radius, seed=3):
    """Distorted, hydrogen-bonded tetrahedral network, sorted by distance."""
    rng = np.random.default_rng(seed)
    half = np.radians(ANGLE / 2)
    axis = np.array([1.0, 0.0, 0.0])
    molecules = []
    cells = range(-4, 5)
    for i in cells:
        for j in cells:
            for k in cells:
                if (i + j + k) % 2:
                    continue
                for sub in (0, 1):
                    site = OO / np.sqrt(3) * (2 * np.array([i, j, k]) + sub)
                    if np.linalg.norm(site) > radius:
                        continue
                    side = np.array([0, 1, 1 - 2 * sub]) / np.sqrt(2)
                    local = OH * np.array([
                        0 * axis,
                        np.cos(half) * axis + np.sin(half) * side,
                        np.cos(half) * axis - np.sin(half) * side])
                    vector = np.radians(TILT) * rng.normal(size=3)
                    turn = expm(np.cross(np.eye(3), vector))
                    move = SHIFT * rng.normal(size=3)
                    molecules.append(site + move + local @ turn.T)
    molecules = np.array(molecules)
    start = np.argmin(np.linalg.norm(molecules[:, 0], axis=1))
    molecules = molecules - molecules[start, 0]
    distance = np.linalg.norm(molecules[:, 0], axis=1)
    order = np.argsort(distance)
    return molecules[order], distance[order]


def run_lda(molecules, outside=(), central=WORKING, guess=None):
    """LDA orbitals of the quantum molecules in the field of outside charges."""
    atoms = []
    for m, xyz in enumerate(molecules):
        tag = "1" if m == 0 else ""
        for symbol, point in zip("OHH", xyz):
            atoms.append((symbol + tag, tuple(point / BOHR)))
    basis = {"O1": central[0], "H1": central[1]}
    if len(molecules) > 1:
        basis.update({"O": OUTER, "H": OUTER})
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = dft.RKS(mol).density_fit(auxbasis="weigend")
    mf.xc = "lda,vwn"
    mf.grids.level = 1
    mf.grids.atom_grid = COARSE
    mf.conv_tol = 1e-7
    core = mf.get_hcore()
    if len(outside):
        sites = np.reshape(outside, (-1, 3)) / BOHR
        charges = np.tile([-2 * Q_H, Q_H, Q_H], len(outside))
        points = gto.fakemol_for_charges(sites)
        inverse = df.incore.aux_e2(mol, points, intor="int3c2e", aosym="s1")
        core = core - inverse @ charges
    mf.get_hcore = lambda *args: core
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def response_parts(mf):
    """Virtual-occupied matrices of nabla and r x nabla, and orbital gaps."""
    mol = mf.mol
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    vir = mf.mo_coeff[:, mf.mo_occ == 0]
    gap = (mf.mo_energy[mf.mo_occ == 0][:, None]
           - mf.mo_energy[mf.mo_occ > 0][None, :])
    nabla = -mol.intor("int1e_ipovlp", comp=3)
    mol.set_common_orig((0.0, 0.0, 1.0))
    moved = mol.intor("int1e_cg_irxp", comp=3)
    mol.set_common_orig((0.0, 0.0, 0.0))
    rotation = mol.intor("int1e_cg_irxp", comp=3)
    # moving the origin by z adds +d/dy to the x component: fixes the sign
    rotation = rotation * np.sign(np.sum((moved[0] - rotation[0]) * nabla[1]))
    to_mo = lambda op: np.array([vir.T @ o @ occ for o in op])
    return occ, vir, gap, to_mo(nabla), to_mo(rotation)


def analytic_oxygen(mf):
    """Diamagnetic and paramagnetic O shielding, gauge origin at O (ppm)."""
    occ, vir, gap, _, rotation = response_parts(mf)
    with mf.mol.with_rinv_origin(mf.mol.atom_coord(0)):
        inverse_r = mf.mol.intor("int1e_rinv")
        orbital = mf.mol.intor("int1e_prinvxp", comp=3)
    orbital = np.array([vir.T @ o @ occ for o in orbital])
    return (PPM / 3 * np.sum(mf.make_rdm1() * inverse_r),
            -2 * PPM / 3 * np.sum(rotation * orbital / gap))


def shieldings(mf, single_origin=None):
    """Isotropic shieldings (ppm) of the first three nuclei: O, H, H."""
    mol = mf.mol
    nuclei = mol.atom_coords()
    occ, vir, gap, nabla, rotation = response_parts(mf)
    table = dft.gen_grid.gen_atomic_grids(mol, atom_grid=COARSE, level=2)
    points, weights = dft.gen_grid.get_partition(mol, table, concat=False)
    diagonal = np.zeros((3, 3))
    for a, (r, w) in enumerate(zip(points, weights)):
        origin = nuclei[a if single_origin is None else single_origin]
        coupling = rotation - np.cross(origin, nabla, axisb=0, axisc=0)
        ao = mol.eval_gto("GTOval_sph_deriv1", r)
        phi = np.array([c @ occ for c in ao])
        density = 2 * np.sum(phi[0]**2, axis=1)
        for b in range(3):
            first = vir @ (coupling[b] / (2 * gap))
            u = np.array([c @ first for c in ao])
            flux = np.array([2 * np.sum(phi[0] * u[x] - u[0] * phi[x], axis=1)
                             for x in (1, 2, 3)]).T
            flux += 0.5 * density[:, None] * np.cross(np.eye(3)[b], r - origin)
            for n in range(3):
                d = r - nuclei[n]
                kernel = np.cross(d, flux)[:, b] / np.linalg.norm(d, axis=1)**3
                diagonal[n, b] += w @ kernel
    return PPM * diagonal.mean(axis=1)


CHARGE_RADIUS = 7.3
network, distance = water_network(CHARGE_RADIUS)

# Monomer: current integral against analytic perturbation theory, then basis.
gas_run = run_lda(network[:1])
dia, para = analytic_oxygen(gas_run)
one_origin = shieldings(gas_run, single_origin=0)
gas = shieldings(gas_run)
full_basis = sum(analytic_oxygen(run_lda(network[:1],
                                         central=("aug-cc-pvtz",) * 2)))
small_basis = sum(analytic_oxygen(run_lda(network[:1],
                                          central=("6-311g**",) * 2)))
assert abs(one_origin[0] - dia - para) < 0.5        # quadrature error
assert abs(one_origin[0] - gas[0]) < 3.0            # finite-basis error
assert np.all(abs(one_origin[1:] - gas[1:]) < 1.5)  # finite-basis error
assert abs(full_basis - dia - para) < 8.0           # omitted f and d functions

print("A. LDA shieldings, one constructed snapshot")
print(f"O-O {OO} A, O-H {OH} A, angle {ANGLE} deg, H charge {Q_H} e")
print(f"random shift {SHIFT} A per axis, random tilt {TILT} deg per axis")
print(f"gas monomer, O: diamagnetic {dia:.2f}, paramagnetic {para:.2f} ppm")
print(f"  O, one gauge origin: analytic {dia + para:.2f}, "
      f"current {one_origin[0]:.2f} ppm")
print(f"  O, analytic: full aug-cc-pVTZ {full_basis:.2f}, "
      f"6-311G** {small_basis:.2f} ppm")
print(f"  H mean, one gauge origin: {one_origin[1:].mean():.2f} ppm")
print(f"gas reference, atomic gauge origins: O {gas[0]:.2f}, "
      f"H mean {gas[1:].mean():.2f} ppm")
print("change from gas; QM waters, QM radius/A, charge waters, O/ppm, H/ppm",
      flush=True)
changes = {}
n_short = int(np.sum(distance < 5.0))
n_all = len(network)
gas_density = np.array(gas_run.make_rdm1())
for n_qm, n_end in ((1, n_short), (1, n_all), (3, n_all), (5, n_all)):
    guess = gas_density if n_qm == 1 else None
    sigma = shieldings(run_lda(network[:n_qm], network[n_qm:n_end],
                               guess=guess))
    shift = np.array([sigma[0] - gas[0], sigma[1:].mean() - gas[1:].mean()])
    changes[n_qm, n_end] = shift
    print(f"  {n_qm:2d} {distance[n_qm - 1]:6.2f} {n_end - n_qm:4d} "
          f"{shift[0]:8.2f} {shift[1]:7.2f}", flush=True)
assert changes[1, n_all][1] < 0 and changes[5, n_all][1] < 0
step = changes[5, n_all] - changes[3, n_all]
whole = changes[5, n_all] - changes[1, n_all]
embed = changes[1, n_all] - changes[1, n_short]
print(f"QM 3 -> 5 waters: O {step[0]:.2f}, H {step[1]:.2f} ppm")
print(f"QM 1 -> 5 waters: O {whole[0]:.2f}, H {whole[1]:.2f} ppm")
print(f"charge radius 5.0 -> {CHARGE_RADIUS} A, one QM water: "
      f"O {embed[0]:.2f}, H {embed[1]:.2f} ppm")

# ---------------------------------------------------------------- Part B
FRAMES, SPACING, STRIDE = 4096, 0.05, 16      # spacing in ps
FAST, SLOW = 0.1, 1.0                         # correlation times, ps
BLOCK, REPLICAS = 256, 1000
LINK = 0.1                # part of the correction proportional to fluctuation
DECAYS = np.exp(-SPACING / np.array([FAST, SLOW]))
rng = np.random.default_rng(20)


def unit_process(decay):
    """Stationary exponentially correlated Gaussian series, unit variance."""
    series = rng.normal(size=(FRAMES, REPLICAS))
    gain = np.sqrt(1 - decay**2)
    for frame in range(1, FRAMES):
        series[frame] = decay * series[frame - 1] + gain * series[frame]
    return np.ascontiguousarray(series.T)


def exact_variance(length, scatter, slow_part, extra, use_cheap=1, use_corr=1):
    """Exact variance of the chosen parts of the estimator over length frames."""
    lag = np.arange(length)
    rho = (1 - slow_part) * DECAYS[0]**lag + slow_part * DECAYS[1]**lag
    weight = np.full(length, use_cheap / length)
    weight[::STRIDE] += use_corr * LINK * STRIDE / length
    return (weight @ matmul_toeplitz(scatter**2 * rho, weight)
            + use_corr * extra**2 * STRIDE / length)


def block_errors(cheap, correction, length):
    """Combined estimator and its block standard error for every replica."""
    count = FRAMES // length
    values = (cheap.reshape(REPLICAS, count, length).mean(axis=2)
              + correction.reshape(REPLICAS, count, -1).mean(axis=2))
    return values.mean(axis=1), values.std(axis=1, ddof=1) / np.sqrt(count)


print("B. synthetic series with chosen population means")
print(f"{FRAMES} frames, spacing {SPACING} ps, total {FRAMES * SPACING:.1f} ps")
print(f"correlation times {FAST}, {SLOW} ps; correction every {STRIDE} frames")
print(f"correction = mean + {LINK} * fluctuation + independent noise")
print(f"block {BLOCK} frames = {BLOCK * SPACING:.1f} ps, "
      f"{FRAMES // BLOCK} blocks, {REPLICAS} trajectories")

# name, cheap mean, correction mean, scatter, slow share, noise, target (ppm)
CASES = (("1H", -4.0, -0.3, 2.5, 0.3, 0.3, 0.1),
         ("17O", -33.0, -3.0, 15.0, 0.2, 2.0, 1.0))
for name, base, extra_mean, scatter, slow_part, noise, target in CASES:
    truth = base + extra_mean
    fluctuation = scatter * (np.sqrt(1 - slow_part) * unit_process(DECAYS[0])
                             + np.sqrt(slow_part) * unit_process(DECAYS[1]))
    cheap = base + fluctuation
    correction = (extra_mean + LINK * fluctuation[:, ::STRIDE]
                  + noise * rng.normal(size=(REPLICAS, FRAMES // STRIDE)))
    pars = (scatter, slow_part, noise)
    v_total = exact_variance(FRAMES, *pars)
    v_apart = (exact_variance(FRAMES, *pars, use_corr=0)
               + exact_variance(FRAMES, *pars, use_cheap=0))
    shares = np.array([1 - slow_part, slow_part])
    inefficiency = np.sum(shares * (1 + DECAYS) / (1 - DECAYS))
    print(f"{name}: truth {truth:.1f} = {base:.1f} + ({extra_mean:.1f}) ppm, "
          f"scatter {scatter}, noise {noise} ppm")
    print(f"  slow share {slow_part}, statistical inefficiency {inefficiency:.2f}")
    print("  block frames, SE of trajectory 1, root of expected SE^2 (ppm)")
    for length in (16, 64, 256, 1024):
        count = FRAMES // length
        estimate, error = block_errors(cheap, correction, length)
        expected = (exact_variance(length, *pars) - v_total) / (count - 1)
        assert abs(np.mean(error**2) / expected - 1) < 0.12   # sampling noise
        print(f"  {length:5d} {error[0]:8.4f} {np.sqrt(expected):8.4f}")
    estimate, error = block_errors(cheap, correction, BLOCK)
    assert abs(np.var(estimate, ddof=1) / v_total - 1) < 0.18  # sampling noise
    assert abs(estimate.mean() - truth) < 4.5 * np.sqrt(v_total / REPLICAS)
    factor = stdtrit(FRAMES // BLOCK - 1, 0.975)
    covered = np.mean(abs(estimate - truth) < factor * error)
    naive = np.sqrt(cheap.var(axis=1, ddof=1) / FRAMES
                    + correction.var(axis=1, ddof=1) / (FRAMES // STRIDE))
    naive_covered = np.mean(abs(estimate - truth) < 1.96 * naive)
    assert 0.905 < covered < 0.975
    assert naive_covered < 0.75
    print(f"  exact SE {np.sqrt(v_total):.4f}, without covariance "
          f"{np.sqrt(v_apart):.4f}, uncorrelated formula {naive[0]:.4f} ppm")
    print(f"  coverage of 95% intervals: blocks {covered:.3f}, "
          f"uncorrelated {naive_covered:.3f}")
    print(f"  trajectory 1: {estimate[0]:.2f} +/- {factor * error[0]:.2f} ppm "
          f"(95%, t factor {factor:.3f})")
    print(f"  time for SE {target} ppm: "
          f"{FRAMES * SPACING * v_total / target**2:.0f} ps")

print("OK")
```

It prints:

```
A. LDA shieldings, one constructed snapshot
O-O 2.8 A, O-H 0.96 A, angle 104.5 deg, H charge 0.4238 e
random shift 0.1 A per axis, random tilt 8.0 deg per axis
gas monomer, O: diamagnetic 414.65, paramagnetic -78.38 ppm
  O, one gauge origin: analytic 336.27, current 336.27 ppm
  O, analytic: full aug-cc-pVTZ 335.26, 6-311G** 278.81 ppm
  H mean, one gauge origin: 30.04 ppm
gas reference, atomic gauge origins: O 335.38, H mean 31.06 ppm
change from gas; QM waters, QM radius/A, charge waters, O/ppm, H/ppm
   1   0.00   16    14.81   -1.52
   1   0.00   46    14.24   -1.42
   3   2.75   44   -14.90   -2.81
   5   2.89   42   -35.82   -3.94
QM 3 -> 5 waters: O -20.92, H -1.13 ppm
QM 1 -> 5 waters: O -50.06, H -2.51 ppm
charge radius 5.0 -> 7.3 A, one QM water: O -0.57, H 0.09 ppm
B. synthetic series with chosen population means
4096 frames, spacing 0.05 ps, total 204.8 ps
correlation times 0.1, 1.0 ps; correction every 16 frames
correction = mean + 0.1 * fluctuation + independent noise
block 256 frames = 12.8 ps, 16 blocks, 1000 trajectories
1H: truth -4.3 = -4.0 + (-0.3) ppm, scatter 2.5, noise 0.3 ppm
  slow share 0.3, statistical inefficiency 14.86
  block frames, SE of trajectory 1, root of expected SE^2 (ppm)
     16   0.1107   0.1080
     64   0.1443   0.1446
    256   0.1822   0.1613
   1024   0.0576   0.1654
  exact SE 0.1668, without covariance 0.1526, uncorrelated formula 0.0465 ppm
  coverage of 95% intervals: blocks 0.948, uncorrelated 0.419
  trajectory 1: -4.23 +/- 0.39 ppm (95%, t factor 2.131)
  time for SE 0.1 ppm: 570 ps
17O: truth -36.0 = -33.0 + (-3.0) ppm, scatter 15.0, noise 2.0 ppm
  slow share 0.2, statistical inefficiency 11.27
  block frames, SE of trajectory 1, root of expected SE^2 (ppm)
     16   0.5719   0.6042
     64   0.7436   0.7734
    256   0.9326   0.8505
   1024   1.1776   0.8697
  exact SE 0.8760, without covariance 0.8025, uncorrelated formula 0.2824 ppm
  coverage of 95% intervals: blocks 0.957, uncorrelated 0.471
  trajectory 1: -35.80 +/- 1.99 ppm (95%, t factor 2.131)
  time for SE 1.0 ppm: 157 ps
OK
```
